Choosing integer fragment charges: rounding or bounded enumeration in nanocrystal arrays

At a gate voltage of 0.60 V, the continuous electrostatic minimum of a nine-dot gold array puts 0.571 electron on the central dot. The nearest integer is 1, and the other eight components also round to 1. Yet the lowest-energy integer state leaves the central dot empty, 19.6 meV below the rounded state. The number 0.571 was not computed badly; rounding it answers a different question.

**What the setting fixes**

Calculations on weakly connected metal fragments can constrain the charge of each fragment. The user must then supply integers. This guide treats their choice when the fragments exchange electrons with a reservoir and the energy is quadratic in the charges.

Let n_i be the number of excess electrons on dot i. It may be negative, and the charge is Q_i = −e n_i, with e > 0. The dots lie in a linear insulator between a grounded electrode, which is the electron reservoir, and a gate at voltage V. Dots, reservoir and gate are taken to have the same work function, so no contact potential enters; a different gate metal would shift the effective V. Real dots can differ in chemical potential from a flat electrode through size, facets and interface dipoles. Such an offset adds a constant to the gate energies v_i defined below and was not computed. In the nine-dot example a common offset of about −18 or +20 meV already changes the ground state. Stray charge, level spacing and temperature are left out at first.

**The energy to minimise**

The charges are linear in the potentials. With φ the vector of dot potentials and Q_g the gate charge,

Q = Cφ + cV,
Q_g = cᵀφ + C_g V.

The same vector c appears twice because of reciprocity. For two solutions a and b, the integral ∫ε∇φ_a·∇φ_b d³r can be turned by the divergence theorem into either Σφ_aQ_b or Σφ_bQ_a over the conductors. The two sums are therefore equal, which makes the full capacitance matrix symmetric.

Solve the first equation for φ, writing P = C⁻¹ and λ = −C⁻¹c:

φ = PQ + λV.

Thus λ_i V is the potential of dot i when all dots are neutral. Substitution into the second equation gives

Q_g = −λᵀQ + C₀V, C₀ = C_g − cᵀC⁻¹c.

The field energy is half the sum of charge times potential:

W = ½Qᵀφ + ½VQ_g
  = ½QᵀPQ + ½VQᵀλ − ½VλᵀQ + ½C₀V²
  = ½QᵀPQ + ½C₀V².

This is not yet the quantity to minimise, because the gate battery does work VQ_g as charge flows. The grounded source does none. Subtracting the battery work,

W − VQ_g = ½QᵀPQ + VλᵀQ − ½C₀V².

The last term does not depend on n. Dropping it and inserting Q = −en gives

F(n) = ½nᵀUn − vᵀn, U = e²P, v = eVλ.

U_ii is a self energy, U_ij a coupling, and v_i the energy gained by an electron on dot i from the gate. At V = 0 the first term is the field energy, which is positive for any nonzero charge. Hence U is positive definite.

If F comes from constrained calculations instead of capacitances, the same parameters follow from differences. Let e_i denote one electron on dot i. Since F(±e_i) − F(0) = ½U_ii ∓ v_i,

U_ii = F(e_i) + F(−e_i) − 2F(0),
v_i = ½[F(−e_i) − F(e_i)],
U_ij = F(e_i+e_j) − F(e_i) − F(e_j) + F(0), i ≠ j.

These energies must include the battery work and a common reservoir level. An additional charge state that departs from the quadratic prediction shows that the model does not suffice.

**What the continuous minimum means**

Setting the gradient Un − v to zero gives x = U⁻¹v. Put n = x + d. Because Ux = v,

F(x+d) = ½xᵀUx + dᵀUx + ½dᵀUd − vᵀx − vᵀd
       = F(x) + ½dᵀUd.

The excess energy of an integer state is therefore

E(n) = ½(n−x)ᵀU(n−x).

The components of x have a direct meaning. Zero gradient means zero dot potential, so x_i is the electron number induced on dot i when every dot is wired to ground. An isolated dot cannot hold that fractional number as a definite charge.

Split E into

½Σ_i U_ii d_i² + Σ_{i<j} U_ij d_i d_j.

Rounding makes each |d_i| as small as possible and so minimises the first sum. If U is diagonal, that solves the problem. With coupling, the signs of the errors matter: for U_ij > 0, errors of the same sign cost energy and errors of opposite sign save it.

**The smallest case where rounding fails**

Take two equal dots with self energy a, coupling b, 0 < b < a, and x₁ = x₂ = x with 0 ≤ x < ½. Let s = n₁ + n₂ and t = n₁ − n₂. Then

d₁ = (s−2x+t)/2, d₂ = (s−2x−t)/2,
d₁² + d₂² = [(s−2x)² + t²]/2,
d₁d₂ = [(s−2x)² − t²]/4.

Inserting these in E = ½a(d₁²+d₂²) + bd₁d₂ gives

E = [(a+b)(s−2x)² + (a−b)t²]/4.

The integers s and t have the same parity. For even s the best choice is s = t = 0, since 0 ≤ 2x < 1. For odd s a best choice is s = 1, t = ±1. Subtracting the even minimum from the odd one,

E(1,0) − E(0,0)
 = [(a+b)(1−2x)² + (a−b) − (a+b)4x²]/4
 = [(a+b)(1−4x) + (a−b)]/4
 = a/2 − (a+b)x.

Rounding gives (0,0), but one electron is better when

a/[2(a+b)] < x < ½.

The states (1,0) and (0,1) are then degenerate. As b → 0 the interval closes; as b → a its lower edge tends to ¼. Replacing n by 1−n and x by 1−x gives the mirror case: just above ½, rounding fills both dots although one should be empty.

With a = 123.51 meV and b = 19.75 meV, the lower edge is 123.51/(2 × 143.26) = 0.431. At x = 0.47 the excess energies of (0,0), (1,0) and (1,1) are 31.65, 26.07 and 40.24 meV. A coupling of 16% of the self energy is enough to defeat rounding here.

**A quick certificate**

A candidate r can sometimes be accepted without a search. Let g = Ur − v, let G be the largest |g_i|, and let μ be the smallest eigenvalue of U. For any nonzero integer change m,

F(r+m) − F(r) = ½mᵀUm + gᵀm
              ≥ ½μΣm_i² − GΣ|m_i|
              ≥ (½μ − G)Σm_i².

The last step uses |m_i| ≤ m_i² for integers. If G ≤ μ/2, r is therefore a global minimum. The condition is sufficient but not necessary. For the two dots and r = (0,0), it reads x ≤ (a−b)/[2(a+b)] = 0.362, whereas (0,0) remains lowest up to 0.431.

Testing single additions and removals is not a substitute. Inside the two-dot failure interval, make v₁ slightly larger than v₂. The state (0,1) is still stable against adding or removing one electron, because those changes cost finite energies. Yet (1,0) is lower by v₁ − v₂, and reaching it requires a transfer.

**Bounded enumeration**

Factor U = RᵀR, with R upper triangular and positive diagonal elements. Then E = ½|Rd|². Row k contains only d_k and d_j with j > k, so

E = ½Σ_k R_kk²(n_k − c_k)²,
c_k = x_k − Σ_{j>k} R_kj(n_j−x_j)/R_kk.

Work from the last dot to the first. When dot k is reached, c_k is known from the integers already assigned. The search proceeds as follows.

1. Start with an infinite energy bound.
2. At dot k, try integers in order of increasing distance from c_k.
3. Add ½R_kk²(n_k−c_k)² to the partial energy. If the sum exceeds the bound, leave this level; integers farther away cost at least as much.
4. Otherwise go to the next dot. When all dots are assigned, record the state and lower the bound if its energy is lower.
5. Return to the previous level and continue until none remains.

The first descent meets no finite bound and produces a complete state. From then on, each level admits finitely many integers, so the search ends. Every remaining term is nonnegative, so a rejected partial assignment cannot lead to a state below the bound. The best recorded state is therefore a global minimum.

The two-dot case at x = 0.47 shows the procedure. Here R₁₁² = a = 123.51 meV, R₁₂/R₁₁ = b/a = 0.1599, and R₂₂² = a − b²/a = 120.35 meV. Start with n₂ = 0:

partial energy = ½ × 120.35 × 0.47² = 13.29 meV,
c₁ = 0.47 + 0.1599 × 0.47 = 0.545.

The nearest n₁ is 1. It adds ½ × 123.51 × 0.455² ≈ 12.8 meV, making 26.07 meV in all, which becomes the bound. The next choice, n₁ = 0, gives 31.65 meV and is rejected. Returning to dot 2, n₂ = 1 costs 16.90 meV and leads to (0,1), also at 26.07 meV; the next choice there, (1,1), gives 40.24 meV and is rejected. The next value, n₂ = −1, already costs 130 meV, so the search is complete.

To list every state within an energy window w of the minimum, use the current best energy plus w as the bound, and discard at the end anything above the final minimum plus w. During the search the best energy is never below its final value, so no wanted state is lost.

There is also an explicit finite box. Since d = R⁻¹(Rd), the Cauchy–Schwarz inequality gives

|d_i| ≤ √[(U⁻¹)_ii] |Rd| = √[2E(U⁻¹)_ii].

Any known integer state supplies an E, and all states at least as good lie inside the resulting box. Searching the whole box is an independent check for small arrays. Its size, and the worst-case cost of the tree search, can grow exponentially with the number of dots.

**The nine-dot array**

The spheres have radii between 1.90 and 2.10 nm and stand on a square grid of pitch 6.0 nm. The oxide beneath each is 2.0 nm thick, the gate plane is 14.0 nm above the electrode, and the relative permittivity is 3.9. Dots are numbered row by row, so dot 5 is central.

U and λ were computed by placing 100 point sources inside each sphere, adding their images in both planes, and choosing the source strengths to give the required potential at 100 surface points. Inverting the resulting capacitance matrix gives U. With 64 points per sphere, U changes by at most 2.6 × 10⁻⁴ of its largest element, about 0.04 meV, and the ground state is the same. The second decimal in the energies below serves the arithmetic, not a claim of physical accuracy: the energy differences quoted carry a discretisation error of about 0.02 meV, which can move a rounded first decimal by one unit.

At 0.60 V the continuous minimum is

0.863 0.791 0.779
0.656 0.571 0.708
0.971 0.618 0.922.

Its sum is 6.88 electrons. Rounding gives nine. Enumeration gives eight:

1 1 1
1 0 1
1 1 1.

The energy difference can be checked from one row of U. Adding an electron to dot 5 when the other eight dots hold one each changes F by

ΔF = ½U₅₅ + Σ_{j≠5}U₅j − v₅.

The eight couplings are 9.08, 20.05, 8.98, 19.55, 19.75, 9.08, 19.40 and 9.06 meV, with sum 114.95 meV. Hence

ΔF = 61.76 + 114.95 − 157.13 = 19.58 meV,

which agrees with the full calculation, 19.59 meV, within the rounding of the entries. The gate attracts the ninth electron by 157 meV, but the cost ½U₅₅ of charging the dot and the repulsion of the other eight come to 177 meV.

The decomposition about x shows why rounding misses this. In the rounded state every d_i is positive, so every coupling term is positive. The self and coupling parts are 42.61 and 22.66 meV. Emptying dot 5 changes d₅ from 0.429 to −0.571. The self part rises to 51.34 meV, but the coupling part falls to −5.66 meV. The self part thus costs 8.73 meV more, while the coupling part saves 28.32 meV, a net lowering of 19.59 meV. At the same x but with the off-diagonal elements removed, enumeration returns the rounded state.

The first complete state of the search is already the minimum. This was not known until the remaining branches had been excluded. The search made 15 assignments in total, nine of them in the first descent. The guaranteed box contains 64 states, and evaluating all of them gives the same minimum.

This voltage was selected for a clear penalty and a clear gap to the next state, so 19.6 meV is not a typical penalty. Failure itself is not confined to it: rounding fails at 61 of 116 equally spaced voltages from 0.05 to 1.20 V.

**When one charge state is enough**

The next state also empties dot 8 and lies 17.6 meV higher. This is below k_BT at 300 K, about 26 meV. With one Boltzmann weight per charge configuration, and no additional spin or level degeneracy, the ground state has probability 0.71 at 77 K but 0.053 at 300 K. At room temperature it is a poor description of the array, even though it is the correct minimum.

The mean electron number is 7.89 at 77 K and 7.03 at 300 K. The latter is close to the continuous value 6.88. When k_BT is large enough for the sum over integers to be replaced by an integral, the weight exp(−E/k_BT) is symmetric about x, and the mean tends to x. The continuous minimum is thus useful for a thermal average in that regime, while remaining a poor guide to the ground state.

These averages used a 400 meV window containing about 22,500 states. The number of states matters as well as the Boltzmann factor. In the continuous approximation the volume below excess E grows as E^(N/2), so the thermal weight per unit energy varies as E^(N/2−1)exp(−E/k_BT). For N = 9 at 300 K, integrating this beyond the window leaves a fraction of order 10⁻⁴. At 300 K a window of a few k_BT would be too small. The mean excess in this approximation is Nk_BT/2, or 4.5k_BT, counted from F(x), which is about 2.7k_BT above the ground state. A window of 3k_BT above the ground state holds only 61% of the weight, and one of 5k_BT holds 86%. At 77 K, where the continuous approximation does not apply, 5k_BT holds 98%.

**Comparison with a real memory layer**

Gold nanocrystals a few nanometres across, in silica with a tunnel oxide of a few nanometres, are a real type of charge-storage layer. The pitch used here corresponds to 2.8 × 10¹² dots per cm², a dense layer if 10¹² is taken as a rough typical value. The gate voltage is low compared with programming voltages of several volts, so this is the regime of few electrons per dot. The largest oxide field is 2.2 MV/cm at 0.60 V and about 4.4 MV/cm at 1.20 V, against a rough breakdown field of 10 MV/cm. Real layers are irregular, and many stand on a semiconductor, whose depletion and contact potential would alter U and v; that change was not computed.

Stray charge is the largest energy shift examined. One electron trapped 2 nm above the top of dot 5 lowers v₅ by 47 meV, more than twice the rounding penalty. The ground state survives because this trap favours an empty centre. The margin does not survive: v₈ falls by 15.0 meV, so the state with dot 8 also empty moves from 17.6 to 2.6 meV above the ground state. A disturbance lowering v₈ alone by more than 17.6 meV would reverse their order. Survival is specific to this trap: an electron trapped 2 nm above dot 8 instead makes the state with dots 5 and 8 empty the lowest, and a positive charge at the original site makes the rounded state the lowest.

Level spacing matters less here. A free-electron estimate with 59 electrons per nm³ gives a spacing δ between spin-degenerate levels of about 4 meV in the smallest dots. A smooth density of 2/δ states per unit energy costs n²δ/4 to fill, which adds δ/2, about 2 meV, to U_ii. With this term the ground state is unchanged.

Equilibrium also takes time. The estimate τ ≈ (h/U₅₅)exp(2κd), with κ = √(2mB)/ħ, d = 2 nm, a rough barrier B = 4 eV and m = 0.4 electron mass, gives about 6 ms. It assumes one tunnelling channel and is very sensitive to the rough inputs: B = 3.5 eV with m = 0.3 electron mass gives about 0.04 ms, and 4.2 eV with 0.5 gives about 0.3 s. On this estimate, a much shorter pulse need not reach the ground state.

**Choosing the setting**

- Use rounding when the coupling energies are negligible against the accuracy needed (rounding can then still pick the wrong state when some x_i is near a half-integer, but the penalty is small, below b/2 for the two equal dots), or when the certificate G ≤ μ/2 holds for the rounded state.
- Otherwise enumerate, and give the resulting integers to the constrained calculation. Where the gap is comparable with the error in U or v, calculate the competing states too.
- For a finite temperature, request a window and enlarge it until the averages settle. A window based on k_BT alone overlooks the growing number of states.
- If stray potentials exceed the gap, repeat the search over plausible values of v. A single configuration then says little about a particular device.
- If a dot has a large level gap, or its capacitance changes with charge, F is not quadratic. The bound derived here then no longer guarantees the answer, and the energies of the charge states must be compared directly.

The full charging matrix and remaining values are in the numerical output below.

Computed results

```
Dots are numbered row by row, 1 to 9
Radii (nm): 2.00 2.10 1.90 1.95 2.05 2.00 2.10 1.90 2.05
Pitch, tunnel oxide, gate height (nm): 6.0, 2.0, 14.0
Relative permittivity: 3.9; Coulomb factor: 0.3692 eV nm
Charging matrix U (meV), rows 1 to 9:
  131.04 20.67 4.30 20.19 9.08 2.77 4.15 2.67 1.17
  20.67 121.62 20.35 9.07 20.05 9.09 2.77 4.10 2.77
  4.30 20.35 139.68 2.71 8.98 20.09 1.16 2.65 4.15
  20.19 9.07 2.71 133.28 19.55 4.08 20.55 8.86 2.67
  9.08 20.05 8.98 19.55 123.51 19.75 9.08 19.40 9.06
  2.77 9.09 20.09 4.08 19.75 129.39 2.71 8.91 20.60
  4.15 2.77 1.16 20.55 9.08 2.71 123.71 20.39 4.10
  2.67 4.10 2.65 8.86 19.40 8.91 20.39 137.69 20.24
  1.17 2.77 4.15 2.67 9.06 20.60 4.10 20.24 127.42
Gate lever arms: 0.2666 0.2691 0.2605 0.2601 0.2619 0.2631 0.2728 0.2572 0.2697
Selected gate voltage: 0.60 V
Gate energies v (meV): 159.93 161.45 156.28 156.06 157.13 157.88 163.69 154.31 161.85
Continuous minimum x: 0.8631 0.7907 0.7786 0.6559 0.5707 0.7079 0.9705 0.6178 0.9216
Rounded state: 1 1 1 / 1 1 1 / 1 1 1
True ground state: 1 1 1 / 1 0 1 / 1 1 1
Total electrons x, rounded, true: 6.877, 9, 8
F rounded, true (meV): -481.99, -501.57
Excess above continuous minimum, rounded, true (meV): 65.27, 45.68
Rounding penalty: 19.59 meV
Rounded self, coupling parts (meV): 42.61 22.66
True self, coupling parts (meV): 51.34 -5.66
First complete search state: 1 1 1 / 1 0 1 / 1 1 1
First-state excess: 45.68 meV
Search nodes; states in guaranteed box: 15; 64
Next-state gap: 17.64 meV; state: 1 1 1 / 1 0 1 / 1 0 1
Voltage scan: 0.05 to 1.20 V, 116 points
Scan points where rounding fails: 61
Two-dot a, b (meV): 123.51, 19.75
Two-dot failure threshold x: 0.43105
Two-dot excess at x=0.47 for 00, 10, 11 (meV): 31.65 26.07 40.24
Sphere-plane relative error: 3.5e-05
Mesh change relative to largest U: 2.6e-04
Largest surface-potential error: 0.042 mV
F from field and battery work: -501.57 meV
At 77 K: ground probability 0.7126, mean electrons 7.886
At 300 K: ground probability 0.0531, mean electrons 7.033
Thermal list: 22518 states within 400 meV
Rough gold electron density: 59 nm^-3; largest level spacing: 4.35 meV
Ground state with level-filling energy: 1 1 1 / 1 0 1 / 1 1 1
Trapped electron: 2 nm above top of dot 5
Trap energy shifts v (meV): -8.31 -15.82 -8.16 -15.19 -47.07 -15.43 -8.41 -15.00 -8.34
Ground state with trapped electron: 1 1 1 / 1 0 1 / 1 1 1
Peak oxide field: 2.20 MV/cm (rough breakdown: 10 MV/cm)
Rough barrier, mass: 4.0 eV, 0.4 electron masses
Tunnelling time, order of magnitude: 6e-03 s
```
